\section*{Why f' dips logarithmically at an x-ray absorption edge}

\section{The result}

Write the forward scattering factor of an atom with $Z$ electrons as
\begin{equation}
f(\omega)=Z+f'(\omega)-i f''(\omega),
\label{eq:def}
\end{equation}
for fields varying as $e^{-i\omega t}$. With $e^{+i\omega t}$ the last sign is plus; in both conventions $f''>0$ means absorption. If $f''$ jumps by $A$ at an edge $\omega_e$ and is smooth on either side, causality requires, for $\omega$ near $\omega_e$,
\begin{equation}
f'(\omega)=\frac{A}{\pi}\ln\frac{|\omega-\omega_e|}{\omega_e}+\text{bounded terms}.
\label{eq:result}
\end{equation}
The step in $f''$ thus comes with a dip in $f'$ on both sides of the edge. A core-hole width $\Gamma$ (full width at half maximum) limits its depth to about $(A/\pi)\ln(\Gamma/\omega_e)$ in the model edge treated below.

The treatment is nonrelativistic and uses the dipole approximation, so the absorbing shell must be small compared with the wavelength. Algebra is in atomic units, with $c$ the speed of light; scattering factors are counted in electrons.

\section{From bound electrons to a dispersion relation}

The scattering factor compares the atom's induced dipole with that of one free electron. A free electron in a field $E$ obeys $\ddot z=-E$, so $z=E/\omega^2$ and its dipole is $-z=-E/\omega^2$. An atom with polarizability $\alpha$ therefore has
\begin{equation}
f=-\omega^2\alpha(\omega).
\label{eq:falpha}
\end{equation}

To find $\alpha$, let $z$ be the sum of the electron coordinates along the field, and take $\langle0|z|0\rangle=0$. The perturbation is $zE\cos\omega t$. With $\omega_n$ the excitation energies, first-order perturbation theory gives the admixture of state $n$, relative to the ground-state phase:
\begin{equation}
a_n(t)=-\frac{E z_{n0}}{2}\left[\frac{e^{-i\omega t}}{\omega_n-\omega}+\frac{e^{i\omega t}}{\omega_n+\omega}\right].
\end{equation}
The dipole is $-2\,\mathrm{Re}\sum_n z_{0n}a_n$. Adding the two fractions gives
\begin{equation}
\alpha=\sum_n\frac{f_n}{\omega_n^2-\omega^2},\qquad f_n=2\omega_n|z_{n0}|^2 .
\label{eq:alpha}
\end{equation}
The oscillator strengths sum to $Z$, because
\begin{equation}
\sum_n 2\omega_n|z_{n0}|^2=\langle0|[z,[H,z]]|0\rangle=Z .
\end{equation}
Here $[H,z]=-ip_z$, and $[z,-ip_z]$ equals one per electron. Subtracting $Z=\sum_n f_n$ from Eq.~\eqref{eq:falpha},
\begin{equation}
f-Z=\sum_n f_n\left[\frac{\omega^2}{\omega^2-\omega_n^2}-1\right]
=\sum_n\frac{f_n\,\omega_n^2}{\omega^2-\omega_n^2}.
\label{eq:sum}
\end{equation}
An oscillator above the photon energy contributes negatively, and one below contributes positively.

For a continuum, replace $f_n$ by $g(\omega')\,d\omega'$. A causal response requires $\omega\to\omega+i0$, hence
\begin{equation}
\frac{1}{\omega^2-\omega'^2+i0}=P\frac{1}{\omega^2-\omega'^2}-\frac{i\pi}{2\omega}\,\delta(\omega'-\omega).
\end{equation}
Comparison with Eq.~\eqref{eq:def} gives $f''=(\pi/2)\,\omega g(\omega)$. Eliminating $g$ from the real part yields the Kramers-Kronig relation
\begin{equation}
f'(\omega)=\frac{2}{\pi}P\!\int_0^\infty\frac{\omega' f''(\omega')}{\omega^2-\omega'^2}\,d\omega' .
\label{eq:kk}
\end{equation}

Absorption measurements supply $f''$. A field of amplitude $E_0$ delivers the mean power $\tfrac12\omega E_0^2\,\mathrm{Im}\,\alpha$ and has intensity $cE_0^2/8\pi$. Their ratio is the cross section $\sigma=4\pi\omega\,\mathrm{Im}\,\alpha/c$. Since $f''=\omega^2\,\mathrm{Im}\,\alpha$,
\begin{equation}
\sigma=\frac{4\pi f''}{c\,\omega}.
\label{eq:sigma}
\end{equation}

\section{Why absorption starts with a step}

An attractive Coulomb field keeps the dipole strength finite at threshold. Take one $1s$ electron and unit nuclear charge. The zero-energy $p$ wave obeys $u''+(2/r-2/r^2)u=0$. Its regular solution is $u=\sqrt{2r}\,J_3(\sqrt{8r})$. At large $r$ its amplitude is $\sqrt{2/\pi k}$ with local wave number $k=\sqrt{2/r}$, which is normalization per unit energy. With the $1s$ radial function $2re^{-r}$, expanding the Bessel function gives
\begin{align}
R&=\int_0^\infty 2r^2e^{-r}\sqrt{2r}\,J_3(\sqrt{8r})\,dr
=2\sum_{k=0}^\infty\frac{(-1)^k2^{k+2}(k+4)!}{k!\,(k+3)!}\nonumber\\
&=8\sum_{k=0}^\infty\frac{(-2)^k(k+4)}{k!}=8e^{-2}(4-2)=16e^{-2}.
\end{align}
The angular average contributes $1/3$ and the threshold energy is $1/2$, so $g=2\cdot\tfrac12R^2/3=256/(3e^4)$ and
\begin{equation}
f''_{\rm threshold}=\frac{\pi}{2}\cdot\frac12\cdot\frac{256}{3e^4}=\frac{64\pi}{3e^4}\approx1.23 .
\end{equation}
For another nuclear charge, energies scale as its square and $g$ as the inverse square, so for a bare one-electron ion this number is unchanged. Screening by other electrons changes it: in a Thomas-Fermi-type model potential with $Z$ from 20 to 35 the value just above threshold is about 1.7 per electron, or roughly 3.3 to 3.6 for the two $1s$ electrons.

In a bare hydrogenic ion, Rydberg lines below threshold join this continuum smoothly when averaged over their spacing, so with a broadening larger than that spacing there is neither a step nor a logarithmic dip at threshold. In a heavy atom the low $p$ levels are filled and closed to the core electron, so absorption begins near the first vacant level. A sharp step is a model of that onset, valid on scales coarser than its fine structure.

\section{The model edge}

Take one shell with $\sigma\propto\omega^{-3}$ above its edge. By Eq.~\eqref{eq:sigma}, $f''=A(\omega_e/\omega)^2$ there, with zero below. Equation~\eqref{eq:kk} becomes
\begin{equation}
f'=\frac{2A\omega_e^2}{\pi}P\!\int_{\omega_e}^\infty\frac{d\omega'}{\omega'(\omega^2-\omega'^2)} .
\end{equation}
Partial fractions give
\begin{equation}
\frac{1}{\omega'(\omega^2-\omega'^2)}=\frac{1}{\omega^2}\left[\frac1{\omega'}+\frac{\omega'}{\omega^2-\omega'^2}\right],
\end{equation}
whose antiderivative is $\omega^{-2}\left[\ln\omega'-\tfrac12\ln|\omega^2-\omega'^2|\right]$. It vanishes at infinity. At a pole its values at $\omega\pm\epsilon$ cancel as $\epsilon\to0$, as the principal value requires. The lower limit leaves, with $x=\omega/\omega_e$,
\begin{equation}
f'=\frac{A}{\pi}\,\frac{\ln|1-x^2|}{x^2}.
\label{eq:closed}
\end{equation}

Near the edge $|1-x^2|\approx2|\omega-\omega_e|/\omega_e$, which gives the logarithm of Eq.~\eqref{eq:result}. As $x\to0$, $f'\to-A/\pi$. This is minus the shell's oscillator strength,
\begin{equation}
\int g\,d\omega=\frac2\pi\int_{\omega_e}^\infty\frac{f''}{\omega}\,d\omega=\frac A\pi ,
\end{equation}
so this strength drops out of the scattering. It is fixed by $A$ and the assumed decay and need not equal the number of electrons in the shell; for $A=3.5$ it is $1.11$. At high energy $f'\to(2A/\pi)\ln x/x^2$, which tends to zero from above. The sign changes where $|1-x^2|=1$, at $x=\sqrt2$.

\section{Why the dip appears on both sides}

The kernel of Eq.~\eqref{eq:kk} can be split:
\begin{equation}
\frac{2\omega'}{\omega^2-\omega'^2}=-\frac1{\omega'-\omega}-\frac1{\omega'+\omega}.
\label{eq:split}
\end{equation}
The first term carries the singularity. Consider a step of height $A$ extending to $\omega_e+W$. At $\omega=\omega_e-\delta$, all its oscillators lie above the photon energy and act in the same sense:
\begin{equation}
-\frac A\pi\int_\delta^{W+\delta}\frac{du}{u}=\frac A\pi\ln\frac{\delta}{W+\delta}.
\end{equation}
At $\omega=\omega_e+\delta$, those within $\delta$ of the photon energy lie on both sides and cancel in this term. The remainder lies above:
\begin{equation}
-\frac A\pi P\!\int_{-\delta}^{W-\delta}\frac{du}{u}=-\frac A\pi\int_{\delta}^{W-\delta}\frac{du}{u}=\frac A\pi\ln\frac{\delta}{W-\delta}.
\end{equation}
Both contain $(A/\pi)\ln\delta$. Once the step is removed from $f''$, what remains is continuous at $\omega_e$ with finite slopes, and its transform there is bounded. The coefficient therefore depends on the jump, while the later decay changes the bounded terms. The numerical check confirms this coefficient on both sides for a different decay, $f''\propto\omega^{-0.7}$.

\section{What limits the depth}

A core-hole state whose amplitude decays as $e^{-\Gamma t/2}$ replaces $\omega$ by $\omega+i\Gamma/2$ in the denominators of the response. With $z=(\omega+i\Gamma/2)/\omega_e$, the integral above gives
\begin{equation}
f'-if''=\frac A\pi\,\frac{\ln(1-z^2)}{z^2},
\label{eq:broad}
\end{equation}
up to corrections that depend on how damping enters the prefactors. For photon energies comparable with $\omega_e$ they are of order $\Gamma/\omega_e$ relative to the modulus $|f'-if''|$. Many widths below the edge $f''$ is itself so small that these corrections can be a sizeable fraction of it, so the far tail of $f''$ depends on the damping model. The logarithm has imaginary part between $-\pi$ and $0$; for $\Gamma\to0$ and $x>1$ this restores $f''=A/x^2$.

Let $\delta=\omega-\omega_e$ now carry a sign. Near the edge $1-z^2\approx-2(\delta+i\Gamma/2)/\omega_e$ and $z^2\approx1$, so
\begin{align}
f'&\approx\frac A\pi\ln\frac{2\sqrt{\delta^2+\Gamma^2/4}}{\omega_e},\\
f''&\approx A\left[\frac12+\frac1\pi\arctan\frac{2\delta}{\Gamma}\right].
\end{align}
At $\delta=\pm\Gamma/2$ the arctangent is $\pm\pi/4$, so $f''$ climbs from $A/4$ to $3A/4$ within one width $\Gamma$. At $\delta=0$,
\begin{equation}
f'_{\min}\approx\frac A\pi\ln\frac\Gamma{\omega_e}.
\label{eq:min}
\end{equation}

A gradual onset has a similar effect. Spread the step evenly over a width $w$ and neglect lifetime. Each slice contributes its own logarithm, so at the centre
\begin{equation}
f'\approx\frac{2A}{\pi w}\int_0^{w/2}\ln\frac{2u}{\omega_e}\,du=\frac A\pi\left[\ln\frac w{\omega_e}-1\right].
\label{eq:ramp}
\end{equation}

\section{How large it is}

Choose round model values: $\omega_e=10000$ eV, $A=3.5$ and $\Gamma=2$ eV. The edge wavelength is 1.240 \AA, and Eq.~\eqref{eq:sigma} gives a cross-section jump of $2.45\times10^{-4}$ \AA$^2$. The logarithm's coefficient is $3.5/\pi=1.114$. Equation~\eqref{eq:min} then gives
\begin{equation}
f'_{\min}\approx1.114\,\ln\frac{2}{10000}=-9.49,
\end{equation}
in agreement with the minimum of Eq.~\eqref{eq:broad}, which lies within 0.01 eV of the edge. The bounded part depends on the decay law: with the same $A$ and $\Gamma$ but $\sigma\propto\omega^{-8/3}$, the Coulomb slope at threshold, $f'$ at the edge is $-9.84$.

\begin{center}
\begin{tabular}{rrrr}
$\omega-\omega_e$ (eV) & sharp $f'$ & broadened $f'$ & broadened $f''$\\
$-100$ & $-4.45$ & $-4.45$ & $0.01$\\
$-10$ & $-6.94$ & $-6.93$ & $0.11$\\
$-1$ & $-9.49$ & $-9.10$ & $0.87$\\
$0$ & diverges & $-9.49$ & $1.75$\\
$1$ & $-9.49$ & $-9.10$ & $2.62$\\
$10$ & $-6.91$ & $-6.90$ & $3.38$\\
$100$ & $-4.27$ & $-4.27$ & $3.42$
\end{tabular}
\end{center}

Most of the rise in $f''$ takes a few eV, whereas the dip in $f'$ extends over hundreds. Near the edge, a tenfold change in detuning changes the sharp $f'$ by about $1.114\ln10=2.57$. At $+100$ eV, the window reaching equally far to both sides of the photon energy contributes only $0.03$ to $f'=-4.27$, which shows the cancellation. For a 20 eV ramp, Eq.~\eqref{eq:ramp} gives $1.114\,(\ln0.002-1)=-8.04$, as does the numerical transform to this precision.

\section{Using the relation in practice}

For strong dispersive contrast, work near the steepest rise of $f''$, where this model has its minimum of $f'$. For strong absorptive contrast in this model, work above the edge by several widths. Both rules assume a plain step: a strong white line moves the largest $f''$ to the line itself and can put the minimum of $f'$ below the steepest rise. At the minimum, doubling $\Gamma$ raises $f'$ by $(A/\pi)\ln2$, or 0.77 here, so a calculation there needs the actual width. Beam energy spread smooths the dip further.

For a real sample, obtain $f''$ from measured absorption through Eq.~\eqref{eq:sigma} and transform it. Over a measured range from $a$ to $b$, the singular part is best evaluated as
\begin{equation}
P\!\int_a^b\frac{f''(\omega')}{\omega'-\omega}d\omega'
=\int_a^b\frac{f''(\omega')-f''(\omega)}{\omega'-\omega}d\omega'
+f''(\omega)\ln\frac{b-\omega}{\omega-a}.
\end{equation}
The first integrand is finite where $f''$ is smooth, and the logarithm is the principal value of the subtracted constant. Multiply the result by $-1/\pi$ and add the contribution of the second term of Eq.~\eqref{eq:split}, $-\frac1\pi\int_a^b f''(\omega')\,d\omega'/(\omega'+\omega)$. Strength outside the range must come from calculated or tabulated absorption. If it lies at least $W$ away, a small shift $\delta$ in photon energy changes its kernel by a fraction of at most about $\delta/W$ when $W$ is small compared with $\omega_e$, so errors in it mainly offset $f'$ near the edge.

The step model fails where absorption has structure close to the edge. A narrow absorption peak (white line) at $\omega_w$, with integrated strength $S=\int f''d\omega'$, adds approximately
\begin{equation}
\Delta f'\approx\frac{S}{\pi(\omega-\omega_w)}
\end{equation}
at detunings large compared with its width but small compared with $\omega_w$. This deepens $f'$ below the line and raises it above, making the dip asymmetric. Other shells add their own $f'$, which varies slowly when their edges are distant.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Edge energy: 10000 eV
Jump of f'': 3.50 electrons
Core-hole full width: 2.0 eV
Edge wavelength: 1.2398 angstrom
Cross-section jump: 2.446e-04 angstrom^2
Shell oscillator strength: 1.1141 electrons
Change of f' per decade of detuning: 2.565 electrons
Hydrogenic 1s threshold f'': 1.2275 per electron
Detuning (eV); sharp f', sharp f'', broadened f', f'' (electrons)
 -1000    -2.284    0.000   -2.284    0.001
  -100    -4.453    0.000   -4.452    0.010
   -10    -6.938    0.000   -6.932    0.110
    -1    -9.491    0.000   -9.105    0.873
     0  diverges    jumps   -9.489    1.748
     1    -9.487    3.499   -9.101    2.623
    10    -6.909    3.493   -6.904    3.381
   100    -4.267    3.431   -4.268    3.419
  1000    -1.437    2.893   -1.437    2.891
Broadened minimum of f': -9.489 electrons
Minimum estimated from width: -9.489 electrons
Minimum position relative to edge: -0.0016 eV
f' at +100 eV by quadrature: -4.267 electrons
Part from symmetric window: 0.032 electrons
Zero crossing of sharp f': 14142.1 eV
Ramp width: 20 eV
f' at centre of ramp: -8.040 electrons
Ramp estimate: -8.038 electrons
\end{verbatim}
